# Freeze-Out of Acceptors: From Half to Full Ionization Energy

## Definitions and conventions

Consider the neutral bulk of a p-type semiconductor, such as the substrate of a MOS transistor, far from any junction or gate field. It holds $N_A$ acceptors and $N_D<N_A$ donors per unit volume. The compensation ratio is $K=N_D/N_A$, and $N=N_A-N_D$ is the net doping. The valence-band edge is $E_v$, the acceptor level is $E_a$, the ionization energy is $E_A=E_a-E_v>0$, and $\mu$ is the Fermi level. The free-hole density is $p$, and $\beta=1/kT$.

The model assumes thermal equilibrium, isolated acceptors with one common level, and non-degenerate holes in a parabolic band of mass $m$. Because $\mu$ lies in the lower part of the gap, free electrons are negligible and every donor has given its electron to an acceptor.

The quantity of interest is the Arrhenius slope

$$\varepsilon(T)=-\frac{d\ln p}{d\beta}, \tag{1}$$

the local activation energy of the hole density.

## Mass action for holes and acceptors

An ionized acceptor holds one more electron than a neutral one, at energy $E_a$, and has one internal state. A neutral acceptor binds a hole, which has $g$ degenerate states. The grand-canonical weights are $e^{-\beta(E_a-\mu)}$ and $g$, so the densities of neutral and ionized acceptors obey

$$\frac{N^0}{N^-}=g\,e^{\beta(E_a-\mu)}. \tag{2}$$

For the free holes, let $x$ be the hole energy below $E_v$. With spin included, the density of states is $(2m)^{3/2}\sqrt{x}/(2\pi^2\hbar^3)$. Since $\int_0^\infty\sqrt{x}\,e^{-\beta x}dx=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$p=N_v\,e^{-\beta(\mu-E_v)},\qquad N_v=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}. \tag{3}$$

Equation (3) gives $e^{-\beta\mu}=(p/N_v)\,e^{-\beta E_v}$. Inserting this in (2) removes the Fermi level:

$$p\,N^-=p_1N^0,\qquad p_1(T)=\frac{N_v}{g}\,e^{-\beta E_A}. \tag{4}$$

This is the law of mass action for the reaction "neutral acceptor ⇌ ionized acceptor + hole". The density $p_1$ contains all the temperature dependence. Since $N_v\propto\beta^{-3/2}$,

$$-\frac{d\ln p_1}{d\beta}=E_A+\tfrac32kT. \tag{5}$$

## Neutrality and the three regimes

Positive charge resides on holes and donors, negative charge on ionized acceptors:

$$N^-=p+N_D,\qquad N^0=N_A-N^-=N-p. \tag{6}$$

Equation (4) becomes

$$p(p+N_D)=p_1(N-p), \tag{7}$$

or $p^2+(N_D+p_1)p-p_1N=0$. Define

$$R=\sqrt{(N_D+p_1)^2+4p_1N}. \tag{8}$$

The positive root is $p=(R-N_D-p_1)/2$. When $p\ll N_D$ this is a small difference of large numbers. Multiplying and dividing by $R+N_D+p_1$, and using $R^2-(N_D+p_1)^2=4p_1N$, gives a form free of cancellation:

$$p=\frac{2p_1N}{N_D+p_1+R}. \tag{9}$$

The limits can be read from (7).

**Half-slope regime**, $N_D\ll p\ll N_A$. Then $p+N_D\approx p$ and $N-p\approx N_A$, so

$$p\approx\sqrt{N_Ap_1}=\sqrt{\frac{N_AN_v}{g}}\;e^{-E_A/2kT}. \tag{10}$$

**Full-slope regime**, $p\ll N_D$ and $p\ll N$. Then $p+N_D\approx N_D$ and $N-p\approx N$, so

$$p\approx\frac{N}{N_D}\,p_1=\frac{N_A-N_D}{N_D}\,\frac{N_v}{g}\,e^{-E_A/kT}. \tag{11}$$

**Exhaustion**, $p_1\gg N_A$. The left side of (7) is bounded by $NN_A$, so $N-p$ must become small and $p\approx N$.

Freeing one hole costs $E_A$ in both cold regimes. What differs is the supply of ions with which a hole can recombine. Without donors, each free hole leaves behind one ion, and these are all the ions there are. On cooling, holes and ions become scarce together, and their product must follow $p_1$. Each factor therefore falls as the square root of $p_1$. With donors, at least $N_D$ acceptors stay ionized at any temperature, because they hold the donors' electrons. Once $p\ll N_D$ the ion density is fixed, and $p$ alone must follow $p_1$.

## The local slope across the three regimes

Define $s=d\ln p/d\ln p_1$. By (1) and (5),

$$\varepsilon=s\left(E_A+\tfrac32kT\right). \tag{12}$$

To find $s$, differentiate the quadratic with respect to $p_1$:

$$(2p+N_D+p_1)\frac{dp}{dp_1}=N-p. \tag{13}$$

The root of the quadratic shows that $2p+N_D+p_1=R$. Multiplying (13) by $p_1/(pR)$ and then using (7) gives

$$s=\frac{p_1(N-p)}{pR}=\frac{p+N_D}{R}. \tag{14}$$

Now $p+N_D=(R+N_D-p_1)/2$. Also, with $N=N_A-N_D$ in (8),

$$R^2=(N_D+p_1)^2-4p_1N_D+4p_1N_A=(N_D-p_1)^2+4p_1N_A. \tag{15}$$

Hence

$$\boxed{\,s=\frac12\left[1+\frac{N_D-p_1}{\sqrt{(N_D-p_1)^2+4p_1N_A}}\right]\,} \tag{16}$$

For $N_D=0$ and $p_1\ll N_A$, expansion gives $s\approx\frac12-\frac14\sqrt{p_1/N_A}$, which tends to $\frac12$ on cooling. For any fixed $N_D>0$, cooling makes $p_1$ vanish, the fraction tends to 1, and $s\to1$. The limits therefore do not commute: $K\to0$ followed by $T\to0$ gives $\frac12$, while $T\to0$ at fixed $K>0$ gives 1.

The words "half" and "full" refer to $s$. The slope itself is $E_A/2+\frac34kT$ in the first regime and $E_A+\frac32kT$ in the second. To read off $E_A/2$ or $E_A$ without this thermal term, one plots $\ln(p/T^{3/4})$ or $\ln(p/T^{3/2})$ respectively against $1/kT$.

## How weak must the compensation be?

Write $p_1=N_De^{y}$, so that cooling lowers $y$. Then

$$N_D-p_1=-2N_De^{y/2}\sinh(y/2),\qquad 4p_1N_A=4N_DN_Ae^{y}.$$

The square root in (16) is $2\sqrt{N_DN_A}\,e^{y/2}\sqrt{1+K\sinh^2(y/2)}$, and therefore

$$s=\frac12\left[1-\frac{a}{\sqrt{1+a^2}}\right],\qquad a=\sqrt K\,\sinh\frac y2. \tag{17}$$

So $s-\frac12$ is odd in $y$, and $s=\frac12$ at $y=0$, where $p_1=N_D$. There (15) gives $R=2\sqrt{N_AN_D}$, and the hole density is

$$p=\sqrt{N_AN_D}-N_D. \tag{18}$$

Near this point $s\approx\frac12-\frac14\sqrt K\,y$. The slope factor is thus not constant at finite $K$; it drifts at a rate proportional to $\sqrt K$. The condition $|s-\frac12|<\delta$ means $|a|<2\delta/\sqrt{1-4\delta^2}$, or

$$|y|<y_\delta=2\,\mathrm{arsinh}\frac{2\delta}{\sqrt{K(1-4\delta^2)}}. \tag{19}$$

For $\sqrt K\ll\delta\ll1$ this is $y_\delta\approx\ln(16\delta^2/K)$. The half-slope range widens only logarithmically as the crystal is purified. When $\sqrt K$ is comparable with $\delta$, $y_\delta$ is only of order unity, and the slope drifts through the half value without a long plateau.

A convenient mark for the change from half to full slope is $p=N_D$. Equation (7) then gives $2N_D^2=p_1(N_A-2N_D)$, which requires $K<\frac12$. Taking the logarithm of $p_1$,

$$kT_\times=\frac{E_A}{\ln\left[N_v(T_\times)\,(N_A-2N_D)/(2gN_D^2)\right]}, \tag{20}$$

to be solved self-consistently because $N_v$ depends on temperature. At this point $R=2N_D+N_D+p_1$, so (14) gives $s=2N_D/(3N_D+p_1)$. For $K\ll1$, $p_1\approx2KN_D$ is negligible here and $s\approx\frac23$.

## The Fermi level

From (3), $\mu-E_v=kT\ln(N_v/p)$. The two cold laws (10) and (11) give

$$\mu-E_v\approx\frac{E_A}{2}+\frac{kT}{2}\ln\frac{gN_v}{N_A}\qquad(N_D=0), \tag{21}$$

$$\mu-E_v\approx E_A+kT\ln\frac{gN_D}{N_A-N_D}\qquad(N_D>0). \tag{22}$$

As $T\to0$ the uncompensated Fermi level tends to the midpoint between the band edge and the acceptor level. With donors the acceptor level is partly filled with electrons even at zero temperature, and $\mu$ is drawn to it.

## The same result from counting

A closed sample gives $s$ a second meaning. Let volume $V$ contain $M$ acceptors and $D$ donors. With $j$ free holes, $D+j$ acceptors are ionized. They can be chosen in $\binom{M}{D+j}$ ways. Each freed hole brings a factor $N_vV$ from its band states and $e^{-\beta E_A}$ from its energy, and removes one factor $g$. The free holes are indistinguishable, which gives $1/j!$. Up to a constant, the weight is

$$w_j=\binom{M}{D+j}\frac{(p_1V)^j}{j!}. \tag{23}$$

For a large sample the maximum lies where $w_{j+1}/w_j=1$:

$$p_1V\,(M-D-j)=(D+j+1)(j+1).$$

Dropping the ones and dividing by $V^2$ recovers (7). With $Z=\sum_jw_j$, each derivative with respect to $\ln p_1$ at fixed $V$ brings down a factor $j$:

$$\langle j\rangle=\frac{\partial\ln Z}{\partial\ln p_1},\qquad \mathrm{var}(j)=\frac{\partial\langle j\rangle}{\partial\ln p_1}=s\,\langle j\rangle, \tag{24}$$

where the last step uses $\langle j\rangle=pV$ for a large sample. The slope factor is the ratio of variance to mean of the hole number. If $j\ll D$ and $j\ll M-D$, the holes meet a fixed stock of ions and fluctuate independently, with Poisson statistics and $s=1$. If $D=0$ and $j\ll M$, then $w_{j+1}/w_j\approx Mp_1V/(j+1)^2$, as for weights $(Mp_1V)^j/(j!)^2$. The second factorial comes from the ions, which fluctuate with the holes, and it halves the relative variance.

## Worked example

Take $N_A=10^{16}\ \mathrm{cm^{-3}}$, $E_A=45$ meV, $g=4$ and $m=0.6\,m_e$. These are rough values in the regime of lightly boron-doped silicon. Three compensations are compared with everything else fixed: $K=0$, $10^{-4}$ and $10^{-2}$, that is $N_D=0$, $10^{12}$ and $10^{14}\ \mathrm{cm^{-3}}$.

For $K=10^{-4}$ at 40 K, $p_1=3.04\times10^{11}\ \mathrm{cm^{-3}}$. The half-slope law (10) gives

$$p\approx\sqrt{10^{16}\times3.04\times10^{11}}=5.51\times10^{13}\ \mathrm{cm^{-3}},$$

while (9) gives $5.45\times10^{13}$. The difference is the term $-(N_D+p_1)/2\approx-0.07\times10^{13}$ in the root. For the slope, (15) gives $R=1.10\times10^{14}\ \mathrm{cm^{-3}}$, so

$$s=\tfrac12\left(1+\frac{0.70\times10^{12}}{1.10\times10^{14}}\right)=0.503,$$

and $\varepsilon=0.503\,(45+5.17)=25.2$ meV.

At 20 K, $p_1=2.30\times10^5\ \mathrm{cm^{-3}}$, and (11) gives $p\approx9999\,p_1=2.30\times10^9\ \mathrm{cm^{-3}}$, far below $N_D$. Now $s=0.998$ and $\varepsilon=47.5$ meV. The slope has nearly doubled. The uncompensated crystal at 20 K still has 23.8 meV, and it holds about 21 times as many holes.

| Compensation | $p=N_D$ at | $s=\frac12$ at | $s$ from 0.55 to 0.45 |
|---|---|---|---|
| $K=10^{-4}$ | 26.4 K | 43.6 K | 30.0 to 76.5 K |
| $K=10^{-2}$ | 46.0 K | 65.3 K | 54.9 to 80.0 K |

The last column follows from (19) with $\delta=0.05$, for which $y_\delta=6.01$ and 1.77. In the purer crystal $p_1$ changes by a factor $e^{12.0}\approx1.6\times10^5$ across the range. In the other it changes by $e^{3.54}\approx34$, so one percent of compensation leaves little of a half-slope line.

At 12 K the Fermi level lies 24.4 meV above $E_v$ for $K=0$ and 36.9 meV for $K=10^{-4}$. This enters the band bending of a MOS structure: bringing the conduction-band edge at the surface down to $\mu$ takes a band bending of $E_g-(\mu-E_v)$, where $E_g$ is the gap. At 12 K the model gives a difference of 12.5 meV between the two substrates, only about 1% of the bending in silicon. Two effects discussed below and left out of the model reduce this difference slightly at 12 K: the Coulomb shift by roughly 0.2 meV, and the binding of a second hole to neutral acceptors by roughly 0.4 meV.

The formulas were compared with a numerical solution of neutrality that keeps Fermi–Dirac holes, donor occupation and free electrons. At seven temperatures from 15 to 100 K and for all three values of $K$, the largest relative differences were $2.4\times10^{-4}$ in $p$ and $7\times10^{-5}$ in $\varepsilon$. Direct summation of (23) for $10^7$ acceptors at 25 K gave a variance-to-mean ratio of 0.5001 for $K=0$ and 0.7722 for $K=10^{-4}$. Equation (16) gives 0.5000 and 0.7720. The numerical output lists the remaining values.

## Neglected effects and real substrates

**Interactions between impurities.** With relative permittivity 11.7, the Coulomb energy at the distance $N_A^{-1/3}$ is 2.7 meV, or 6% of $E_A$. This is the interaction energy of two charged neighbours, not a computed correction. At weak compensation and low temperature most acceptors are neutral, and the level of a typical acceptor is shifted by less. The ionized acceptors, however, are attracted to the ionized donors, and the acceptor sites nearest to a donor lie at a distance of order $N_A^{-1/3}$ however small $K$ is. On cooling at fixed $K>0$ the negative charge settles on these sites, but only once $kT\ln(1/K)$ falls below this Coulomb energy, that is below about 3 K for $K=10^{-4}$; at higher temperatures the many distant sites win by their number. Only in that cold range does the Fermi level shift toward the valence band by an amount approaching this Coulomb energy, which (16) and (22) leave out. An estimate that treats each donor with its randomly placed neighbours gives, for $K=10^{-4}$, a lowering of $\mu$ by 0.1 to 0.2 meV at 12 K and of the slope by about 0.15 meV at 20 K; for $K=10^{-2}$ the lowering of $\mu$ at 12 K is about 1 meV. Even a shift of 0.1 meV changes $e^{-\beta E_A}$ by 3% at 40 K. The error from Boltzmann statistics is much smaller, since $p/N_v$ is only $1.9\times10^{-3}$ at 100 K for $K=0$.

**Band and level structure.** If the hole mass rises from 0.6 to 0.8 $m_e$ between 30 and 100 K, a rough allowance for silicon's non-parabolic valence bands, then the factor $m^{3/4}$ in (10) is 24% larger at the upper end. There exhaustion has begun, and $p$ itself rises by less. The changing mass adds $\frac34kT\,d\ln m/d\ln T\approx0.9$ meV to the half slope at 60 K. One excited acceptor level 30 meV above the ground state, with equal degeneracy, would have 3% of the ground-state weight at 100 K. An acceptor has many such levels: the hydrogenic shells $n=2$ and $3$ together carry about 17% at 100 K, 5% at 77 K and under 0.1% at 40 K. This lowers $p$ by about 5% at 100 K and the slope by about 0.6 meV at 77 K. A neutral boron atom can also bind a second hole, by about 2 meV. Taking six states for this centre, $p$ for $K=0$ falls by about 10% at 20 K and 30% at 12 K, the slope at 20 K rises by about 0.4 meV, and as $T\to0$ the Fermi level tends to the midpoint between this level and $E_a$ instead of that given by (21). When $p\ll N_D$ the effect is negligible.

**Electric field.** Let $C=e^2/4\pi\epsilon$, and let $F$ be the force of the field on a hole. The potential energy $-C/r-Fr$ has its maximum at $r=\sqrt{C/F}$, lowered by $2\sqrt{CF}$. This equals $E_A$ when $F=E_A^2/4C$, a field of 0.041 MV/cm here. A fully depleted layer with 1.1 V of band bending has a surface field of 0.058 MV/cm, falling linearly with depth. In the outer 30% of the layer the classical barrier is therefore gone. Equations (9) and (16) describe the neutral bulk and must not be used to set the acceptor charge in the depletion layer.

**Equilibrium.** Let an ion capture holes with coefficient $c$. Detailed balance fixes the emission rate of a neutral acceptor at $cp_1$, so $dp/dt=c[p_1(N-p)-p(p+N_D)]$. Linearizing about equilibrium gives the decay rate $c(p_1+2p+N_D)=cR$. With a rough $c=10^{-6}\ \mathrm{cm^3/s}$, the decay time at 4.2 K is about $7\times10^{16}$ s for $K=0$ and $10^{-6}$ s for $K=10^{-4}$. With donors, ions are always ready to capture excess holes. Without them, the long time applies only to deviations smaller than the equilibrium density itself. A larger excess $\Delta p$ decays by $dp/dt\approx-cp^2$: it halves in a time $1/(c\,\Delta p)$, which is $10^{-4}$ s for $10^{10}\ \mathrm{cm^{-3}}$, and then falls ever more slowly as holes and ions disappear together. The equilibrium densities, $7\times10^{-12}$ and $5\times10^{-35}\ \mathrm{cm^{-3}}$, mean that a real sample has essentially no thermal holes. At 4.2 K the activation law is a formal limit, and any stray light or injected current would determine $p$.

**Comparison with devices.** The ionization energy, degeneracy and doping are reasonable for a lightly boron-doped silicon substrate. A donor density of $10^{12}\ \mathrm{cm^{-3}}$, however, demands a very pure crystal, so the long half-slope range of that case should not be expected of an ordinary wafer. Much heavier doping breaks the assumption of isolated acceptors. At $10^{18}\ \mathrm{cm^{-3}}$ the Coulomb scale grows by $100^{1/3}$ to about 12 meV, over a quarter of $E_A$, and a single activation energy of 45 meV is no longer a sound input.

A measured conductivity slope also differs from $\varepsilon$. If the mobility varies as $T^{-r}$, its logarithm contributes $-r\,kT$ to the slope. For $r=\frac32$ at 40 K this is $-5.2$ meV, which would turn the 25.2 meV found above into about 20 meV. Conduction by hopping between acceptors is not contained in $p$ at all. Half and full ionization energies should therefore be sought in the carrier density, with the compensation determined from data that reach down to temperatures where $p$ is no longer much larger than $N_D$. At higher temperatures $p$ hardly depends on a small $N_D$.

## Computed results

```
NA = 1.0e+16 cm^-3, EA = 45.0 meV, g = 4
hole mass = 0.6 m_e, Nv(300 K) = 1.166e+19 cm^-3
Densities in cm^-3: T(K), p1, p for K = 0, 1e-4, 1e-2
   15 2.477e+01 4.977e+08 2.476e+05 2.452e+03
   20 2.297e+05 4.792e+10 2.291e+09 2.274e+07
   25 5.948e+07 7.712e+11 4.191e+11 5.888e+09
   30 2.541e+09 5.040e+12 4.565e+12 2.510e+11
   40 3.037e+11 5.495e+13 5.446e+13 2.415e+13
   60 4.330e+13 6.367e+14 6.362e+14 5.870e+14
  100 3.028e+15 4.193e+15 4.193e+15 4.130e+15
T(K), s for K = 0, 1e-4, 1e-2, then slopes in meV
   15 0.5000 1.0000 1.0000 | 23.47 46.94 46.94
   20 0.5000 0.9977 1.0000 | 23.79 47.48 47.59
   25 0.5000 0.7720 0.9999 | 24.11 37.23 48.23
   30 0.4999 0.5492 0.9975 | 24.43 26.84 48.75
   40 0.4986 0.5032 0.8354 | 25.02 25.24 41.91
   60 0.4836 0.4839 0.5215 | 25.51 25.53 27.51
  100 0.3674 0.3674 0.3714 | 21.28 21.28 21.52
largest rel. error vs full solution: p 2.4e-04, slope 6.9e-05
Canonical sum, 1e+07 acceptors: K, T(K), mean j, p*V, var/mean, s
0e+00 25 770.95 771.20 0.5001 0.5000
1e-04 20 2.29 2.29 0.9977 0.9977
1e-04 25 418.90 419.08 0.7722 0.7720
1e-04 40 54454.94 54455.19 0.5032 0.5032
1e-02 40 24154.84 24154.98 0.8354 0.8354
K=1e-4: half law at 40 K 5.511e+13, full law at 20 K 2.296e+09 cm^-3
K=1e-04: p=ND at 26.43 K, s there 0.6666
  s=1/2 at 43.55 K, p there 9.900e+13 cm^-3
  s from 0.55 to 0.45: 29.95 K to 76.47 K, y=6.006
K=1e-02: p=ND at 45.97 K, s there 0.6622
  s=1/2 at 65.33 K, p there 9.000e+14 cm^-3
  s from 0.55 to 0.45: 54.94 K to 80.00 K, y=1.770
mu - Ev at 12 K: K=0 24.37 meV, K=1e-4 36.91 meV
Neglected effects (rough inputs):
p/Nv at 100 K, K=0: 1.87e-03
Coulomb scale at spacing NA^(-1/3): 2.65 meV = 0.059 EA
bound radius 1.37 nm, Mott density 6.1e+18 cm^-3, NA/Mott 1.6e-03
excited/ground weight (gap 30 meV, equal g): 40 K 1.7e-04, 100 K 3.1e-02
mass 0.6 to 0.8 from 30 to 100 K: half-law p times 1.241,
  half slope at 60 K up by 0.93 meV
field lowering barrier by EA: 0.0411 MV/cm
depletion surface field at 1.1 V: 0.0583 MV/cm
4.2 K: p = 7.0e-12 (K=0), 4.9e-35 (K=1e-4) cm^-3
capture 1e-06 cm^3/s: relaxation at 4.2 K 7.2e+16 s (K=0), 1.0e-06 s (K=1e-4)
```
